# Peak Active Density of Random Dopants Deactivated by Neighbours in Silicon

## The form of the answer

A crystal offers $N_s$ substitutional sites per unit volume, and a fraction $x$ of them holds dopants. The total dopant density is therefore

$$C=N_s x ,\qquad 0\le x\le 1. \tag{1}$$

Each site has $z\ge 1$ neighbouring sites, and a dopant is called active, meaning that it supplies one carrier, when none of these $z$ sites holds another dopant. We want the mean density $n$ of active dopants.

The rule refers to sites being filled or empty. It contains no energy, no temperature and no length apart from the one set by the site density. The only quantity with the dimension of a density is $N_s$, so

$$n=N_s\,f(x), \tag{2}$$

where $f$ is a dimensionless function that depends on the arrangement of neighbours. Because all sites are taken as equivalent, $f$ is also the probability that any chosen site holds an active dopant.

Two values of $f$ are known at once. Without dopants $f(0)=0$. With every site filled, each dopant has $z$ dopant neighbours, so $f(1)=0$. If some dopants are isolated at some filling between these ends, $f$ is positive there. A continuous $f$ must therefore have a maximum at some intermediate $x$, and dimensional analysis requires its position to be a pure number. Finding that number requires a statement about how the dopants are placed.

## Random placement

The assumption is that each site is filled with probability $x$, independently of all others. This describes dopants frozen in without time to arrange themselves. It is not a statement about equilibrium solubility: the density $C$ is imposed, and the model does not ask whether the crystal would keep it when heated.

Let $s_i=1$ if site $i$ is filled and $s_i=0$ if it is empty. The quantity

$$A_i=s_i\prod_{j\in\mathcal N(i)}(1-s_j) \tag{3}$$

equals 1 when site $i$ holds an active dopant and 0 otherwise. Here $\mathcal N(i)$ is the set of the $z$ neighbours of $i$. The factors in (3) belong to $z+1$ different sites, so independence lets us average them separately. The first has mean $x$ and each of the others has mean $1-x$:

$$f(x)=\langle A_i\rangle=x(1-x)^z,\qquad n=N_s\,x(1-x)^z . \tag{4}$$

Neighbourhoods of different dopants overlap, so the $A_i$ are not independent of each other. This does not alter (4), because the mean of a sum is the sum of the means whether or not its terms are correlated.

Overlap does affect the fluctuations, but they are small in a large crystal. $A_i$ and $A_k$ are correlated only if $k=i$, if $k$ is a neighbour of $i$, or if the two share a neighbour. That allows at most $1+z+z(z-1)=1+z^2$ sites $k$ for each $i$. The variance of the number of active dopants among $N$ sites therefore grows no faster than $N$, while its mean is $Nf$. At fixed $x$ strictly between 0 and 1, the relative fluctuation falls at least as fast as $N^{-1/2}$.

## Position of the maximum

Differentiate (4) with the product rule:

$$\begin{aligned}
f'(x)&=(1-x)^z-zx(1-x)^{z-1}\\
&=(1-x)^{z-1}\left[(1-x)-zx\right]\\
&=(1-x)^{z-1}\left[1-(z+1)x\right].
\end{aligned}\tag{5}$$

For $0\le x<1$ the factor $(1-x)^{z-1}$ is positive, so the bracket decides the sign. It is positive below $x=1/(z+1)$ and negative above. The function rises up to that point and falls from there to $x=1$, so it has a single maximum on the whole interval:

$$x^*=\frac{1}{z+1},\qquad C^*=\frac{N_s}{z+1}. \tag{6}$$

What peaks is the density of active dopants. The active fraction

$$\frac{n}{C}=(1-x)^z \tag{7}$$

decreases steadily from 1 to 0 and has no interior maximum.

## Gain and loss from one more dopant

Equation (5) can be read as a balance. Choose a site $i$, leave all other sites random, and compare the crystal with $i$ filled to the same crystal with $i$ empty.

Filling $i$ creates a new active dopant if its $z$ neighbours are empty, which has probability $(1-x)^z$. It also deactivates every neighbour $j$ that was active before. For this, $j$ must be filled, with probability $x$, and its other $z-1$ neighbours must be empty, with probability $(1-x)^{z-1}$. Neighbourhood is mutual, so exactly $z$ sites have $i$ as a neighbour. The mean net change is

$$\Delta=\underbrace{(1-x)^z}_{\text{gain}}-\underbrace{zx(1-x)^{z-1}}_{\text{loss}}=f'(x)=\frac{dn}{dC}. \tag{8}$$

The last equality follows from $dn=N_s f'\,dx$ and $dC=N_s\,dx$. Below the peak an added dopant creates more carriers than it removes. Above the peak it removes more than it creates.

The two terms have a second meaning. For a given dopant, the probabilities of having no dopant neighbour and of having exactly one are

$$P_0=(1-x)^z,\qquad P_1=zx(1-x)^{z-1}. \tag{9}$$

They are the gain and the loss in (8). At the maximum, therefore, a dopant is as likely to have one dopant neighbour as to have none. For $z=16$ both probabilities are 0.379. Random fillings of a diamond lattice at $x=1/17$ gave sampled shares of 0.374 and 0.382, which lie within about 1.3 percent of that value.

## Height of the maximum

At the peak $1-x^*=z/(z+1)$. Inserting this in (4) gives

$$f^*=\frac{1}{z+1}\left(\frac{z}{z+1}\right)^z=\frac{z^z}{(z+1)^{z+1}},\qquad n^*=N_s f^* . \tag{10}$$

Simple bounds show how the height depends on $z$. For $0<u<1$ both $\ln(1+u)<u$ and $-\ln(1-u)>u$ hold, and the first also holds at $u=1$. Setting $u=1/z$ in the first gives $(1+1/z)^z<e$. Setting $u=1/(z+1)$ in the second gives

$$\ln\left(1+\frac1z\right)=-\ln\left(1-\frac{1}{z+1}\right)>\frac{1}{z+1},$$

so $(1+1/z)^{z+1}>e$. The height (10) can be written in two ways that use these results:

$$f^*=\frac{1}{z+1}\left(1+\frac1z\right)^{-z}=\frac1z\left(1+\frac1z\right)^{-(z+1)} .$$

It follows that

$$\frac{1}{e(z+1)}<f^*<\frac{1}{ez}. \tag{11}$$

For large $z$ the greatest active density thus falls nearly as $1/z$. The number of sites over which dopants deactivate each other is the parameter that controls the result.

## Limiting cases

**Dilute doping.** For $zx\ll1$ the binomial expansion $(1-x)^z\approx1-zx$ gives

$$n\approx C-\frac{zC^2}{N_s}. \tag{12}$$

The loss is quadratic in $C$ because it takes two dopants to form a neighbouring pair. Each such pair removes two active dopants.

**Long range.** Let $z$ grow while $u=zx$ stays fixed. Then $(1-u/z)^z\to e^{-u}$. Define the exclusion volume $v=z/N_s$, the volume belonging to the $z$ sites. Since $u=Cv$,

$$n\to C\,e^{-Cv}. \tag{13}$$

The derivative $(1-Cv)e^{-Cv}$ vanishes at $C=1/v$, where $n=1/(ev)$. The lattice has dropped out apart from $v$, and the peak comes when there is on average one dopant per exclusion volume. This height equals the upper bound in (11) multiplied by $N_s$.

**One neighbour.** For $z=1$ the sites form pairs and $f=x(1-x)$. The peak is at $x=1/2$ with height $1/4$, as (6) and (10) require.

## Flatness of the peak

To see how much a dose error matters, take the logarithm $\ln f=\ln x+z\ln(1-x)$ and differentiate twice:

$$\frac{d^2\ln f}{dx^2}=-\frac{1}{x^2}-\frac{z}{(1-x)^2}.$$

At the peak $1/x^{*2}=(z+1)^2$ and $z/(1-x^*)^2=(z+1)^2/z$. Their sum is $(z+1)^2(1+1/z)=(z+1)^3/z$, so

$$\left.\frac{d^2\ln f}{dx^2}\right|_{x^*}=-\frac{(z+1)^3}{z}. \tag{14}$$

The third derivative is $2/x^3-2z/(1-x)^3$, which at the peak equals $2(z+1)^3(1-1/z^2)$. Write $x=x^*(1+\varepsilon)$, so that $x-x^*=\varepsilon/(z+1)$. Taylor's theorem then gives

$$\ln\frac{n}{n^*}=-\frac{z+1}{2z}\varepsilon^2+\frac13\left(1-\frac{1}{z^2}\right)\varepsilon^3+O(\varepsilon^4). \tag{15}$$

For $z=16$ and a dose error of 20 percent, the quadratic term alone lowers $\ln n$ by $17\times0.04/32=0.0213$, a relative loss of about 2.1 percent. The full expression (4) gives 2.41 percent when the dose is low and 1.88 percent when it is high. The cubic term accounts for the asymmetry: it is positive for $\varepsilon>0$ and so reduces the loss on the high side.

## Silicon with sixteen neighbours

Silicon has eight atoms in a cubic cell of edge $a=0.5431$ nm, so

$$N_s=\frac{8}{a^3}=\frac{8}{(0.5431\ \text{nm})^3}=4.994\times10^{22}\ \text{cm}^{-3}.$$

A site has 4 first neighbours at $\sqrt3\,a/4=0.235$ nm and 12 second neighbours at $a/\sqrt2=0.384$ nm. Taking both shells gives $z=4+12=16$. This is a choice about the range of deactivation, not a consequence of the lattice. That a single neighbour in these shells deactivates a dopant completely is likewise an assumption of the model, not a property derived for silicon. Equations (6), (7) and (10) now give

$$x^*=\frac1{17}=0.0588,\qquad C^*=\frac{4.994\times10^{22}}{17}=2.94\times10^{21}\ \text{cm}^{-3},$$

$$\frac{n^*}{C^*}=\left(\frac{16}{17}\right)^{16}=0.379,$$

$$n^*=0.379\times2.94\times10^{21}=1.11\times10^{21}\ \text{cm}^{-3},$$

or $1.11\ \text{nm}^{-3}$. The bounds (11) are 0.02164 and 0.02299, and $f^*=0.02230$ lies between them. At the maximum, 62 percent of the dopants are inactive.

The approach to the peak and the fall beyond it are shown below, with densities in $10^{20}$ cm$^{-3}$.

| Total | Active | Active fraction |
|---|---|---|
| 1 | 0.97 | 0.968 |
| 5 | 4.26 | 0.851 |
| 10 | 7.24 | 0.724 |
| 20 | 10.4 | 0.520 |
| 29.4 | 11.1 | 0.379 |
| 50 | 9.25 | 0.185 |

In the first row $zx=0.032$, and the dilute formula (12) already gives the active fraction $1-0.032=0.968$. Raising the total from 1 to 5 adds 0.82 carrier per added dopant. From 10 to 20 the yield is only about 0.32. A total of $2\times10^{21}$ cm$^{-3}$, which is 68 percent of $C^*$, already gives about 93 percent of the peak active density. Within this model there is little to gain from the last third of the dose.

## What moves the result

**Range of deactivation.** If only the first shell counts, $z=4$ and the peak rises to $4.09\times10^{21}$ cm$^{-3}$ at $x=0.20$. If the third shell, 12 sites at 0.450 nm, is added, $z=28$ and the peak falls to $6.45\times10^{20}$ cm$^{-3}$ at $x=0.0345$. Placement remains random in both cases. The rise for $z=4$, a factor of 3.7, is larger than any change in the numerical examples below, while the fall for $z=28$, a factor of 1.7, is comparable to them. A pair repulsion of about 0.3 eV at 1300 K, stronger than those tabulated, raises the peak about as much as the reduction to $z=4$ does, as long as the dopants stay disordered. The diamond lattice also admits an ordered arrangement at $x=1/5$ with no dopant among the 16 neighbours of another, and a repulsion of this size can hold it in place, with an active density of about $9\times10^{21}$ cm$^{-3}$ in the model.

**Partial activity.** Suppose that a dopant with exactly one dopant neighbour still supplies a fraction $s$ of a carrier. From (9), with $q=1-x$,

$$\frac{n}{N_s}=x(P_0+sP_1)=xq^z+szx^2q^{z-1}. \tag{16}$$

Since $dq/dx=-1$, the derivative is

$$q^{z-2}\left[q^2-zxq+2szxq-sz(z-1)x^2\right].$$

For the illustrative value $s=1/2$ the two middle terms cancel. The peak then satisfies $q=x\sqrt{z(z-1)/2}$, and with $q=1-x$,

$$x^*_{1/2}=\frac{1}{1+\sqrt{z(z-1)/2}}. \tag{17}$$

For $z=16$ this is $1/(1+\sqrt{120})=0.0837$. The peak carrier density becomes $1.79\times10^{21}$ cm$^{-3}$, about 60 percent above the original result. The rule $x^*=1/(z+1)$ therefore depends on a single neighbour being enough for complete deactivation.

**Correlated placement.** If dopants can move before they are frozen in, their interaction disturbs the randomness. Let each pair of dopants within the 16-site neighbourhood cost an energy $w$, positive for repulsion. At low density, the chance of finding a second dopant on a site next to the first is multiplied by $e^{-w/kT}$, so to first order in $x$

$$\frac nC\approx1-zx\,e^{-w/kT}. \tag{18}$$

Repulsion thus protects activity and attraction reduces it. Near the peak $zx$ is no longer small, so this first-order formula fails even for $w=0$. For $w\ne0$ the neighbours also interact with each other, which (18) leaves out. A lattice simulation in equilibrium at 1300 K, where $kT=0.112$ eV, gave these peaks for $z=16$:

| $w$ (eV) | Site fraction | Active ($10^{21}$ cm$^{-3}$) |
|---|---|---|
| $-0.02$ | 0.053 | 0.97 |
| $0$ | 0.059 | 1.11 |
| $+0.02$ | 0.065 | 1.27 |
| $+0.10$ | 0.084 | 1.97 |

The row without interaction agrees with (6) and (10). The sampled site fractions are uncertain by roughly 0.001 and the heights by less than 1 percent. Energies of only 0.02 eV change the height by about 13 or 14 percent, and a repulsion of 0.10 eV raises it by about 77 percent.

These energies are round parameters. For scale, two singly charged ions at second-neighbour distance in a medium of relative permittivity $\epsilon_r\approx12$ repel each other with

$$\frac{e^2}{4\pi\epsilon_0\epsilon_r r}\approx0.3\ \text{eV}\qquad(r=0.384\ \text{nm}),$$

nearly three times $kT$ at 1300 K. Carriers screen this repulsion, and a bulk permittivity is doubtful at so short a distance, so the number is not a prediction of $w$. It does suggest that random placement needs a reason, such as freezing that is too fast for rearrangement.

**Degenerate carriers.** The model assigns one carrier to each active dopant without regard to the carriers' own energy. For free electrons with two spin states, filling a sphere of radius $k_F$ in wavevector space gives

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m_d}. \tag{19}$$

Here $m_d$ is a density-of-states mass that already includes the six conduction valleys of silicon, roughly 1.1 electron masses. At $n^*$ the Fermi energy lies 0.36 eV above the band edge, or 14 times $kT$ at 300 K. Ionization formulas for isolated donors in a nearly empty band do not apply there. A parabolic band is itself a rough approximation at such an energy: a non-parabolicity of $0.5\ \text{eV}^{-1}$, a value commonly used for silicon, lowers the result to about 0.31 eV, or 12 times $kT$. A high Fermi level could also fill states introduced by dopant pairs, in which case the deactivation rule would depend on $n$. The model leaves out this feedback.

## Comparison with real contact layers

Donor-doped silicon under a metal or silicide contact typically has an active density of roughly several $10^{20}$ cm$^{-3}$, even when the total dopant density is considerably higher. The model's peak of $1.1\times10^{21}$ cm$^{-3}$ therefore lies above such typical values, by a factor of perhaps two to four. It is not an upper limit for silicon, since it rests on the chosen range and on complete deactivation, and the variants above exceed it. Its total density, nearly 6 percent of all sites, is also at the high end of what such layers contain. Real layers can break the assumption that dopants sit at random on lattice sites and are lost solely through dopant neighbours. Dopants can also combine with vacancies or precipitate, and later heating gives them time to do so. These losses, lattice strain and the altered surroundings of sites at the interface are not calculated here. Extending the range to $z=28$ would bring the peak down to $6.45\times10^{20}$ cm$^{-3}$, but that resemblance does not identify the cause, since other losses could lower the density by a similar amount.

As guidance for choosing a dose, (6) holds under four conditions: the dopant density is uniform through the layer, placement is random, one dopant neighbour within the stated range deactivates completely, and no other loss is important. Where they hold, doping beyond $N_s/(z+1)$ reduces the number of carriers. If the density varies with depth, (6) applies only to the local density: a larger dose can still add carriers in the less doped parts after the most heavily doped part has passed its maximum. Where one of the four conditions fails, the peak can shift, and the cases above include shifts in either direction. The numerical output lists the values used.

## Values computed for the example and the checks

```
silicon lattice constant: 0.5431 nm
site density: 4.994e+22 cm^-3
shell 1: 4 sites at 0.235 nm
shell 2: 12 sites at 0.384 nm
shell 3: 12 sites at 0.450 nm
neighbour number z (shells 1 and 2): 16
peak site fraction: 0.05882 = 5.88 percent
total dopant density at peak: 2.938e+21 cm^-3
active fraction of dopants at peak: 0.3791
active fraction of sites at peak: 0.02230
peak active density: 1.114e+21 cm^-3
lower bound 1/(e(z+1)): 0.02164
upper bound 1/(e z): 0.02299
sampled share with no neighbour at peak: 0.374
sampled share with one neighbour at peak: 0.382
total (cm^-3), active (cm^-3), active fraction:
  1.00e+20  9.68e+19  0.968
  5.00e+20  4.26e+20  0.851
  1.00e+21  7.24e+20  0.724
  2.00e+21  1.04e+21  0.520
  2.94e+21  1.11e+21  0.379
  5.00e+21  9.25e+20  0.185
  1.00e+22  2.80e+20  0.028
loss at dose 20 percent low: 2.41 percent
loss at dose 20 percent high: 1.88 percent
loss by quadratic formula: 2.13 percent
range: z, peak site fraction, peak active (cm^-3):
  4  0.2000  4.09e+21
  16  0.0588  1.11e+21
  28  0.0345  6.45e+20
carrier share assumed for one-neighbour dopants: 0.5
  peak site fraction then: 0.0837
  peak active density then: 1.79e+21 cm^-3
anneal temperature: 1300 K, kT = 0.112 eV
pair energy (eV), peak site fraction, peak active (cm^-3):
  -0.02  0.053  9.68e+20
  +0.00  0.059  1.11e+21
  +0.02  0.065  1.27e+21
  +0.10  0.084  1.97e+21
relative permittivity (rough): 11.7
unscreened ion pair energy, shell 2: 0.32 eV
density-of-states mass (rough): 1.08 electron masses
Fermi energy above band edge at peak: 0.36 eV
Fermi energy over kT at 300 K: 14.0
```
